# Implicit Logarithmic-Time Integration of Field-Coupled Trap Emission and Explicit Euler Instability

## Scaling fixes the time grid and the form of the error

A trap population that empties at a constant rate $e$ can depend on time through the dimensionless product $et$ alone. If the traps are spread evenly in $\ln e$, changing the unit of time shifts the whole problem along the $\ln t$ axis and does nothing else. The natural grid shares this symmetry: times in geometric progression, with a constant step $\Delta u$ in $u=\ln t$.

The symmetry also fixes the error. A first-order method that damps fast rates at any step size can, on this grid and to leading order, only shift the curve of total charge by a constant amount in $\ln t$, proportional to $\Delta u$. For backward Euler the shift is a delay $\delta$. If the field changes during emission, one more dimensionless number enters, the logarithmic slope $\alpha=-d\ln e/d\ln t$ of the rate of a fixed trap, taken as the emission front passes it. Hence

$$\delta=f(\alpha)\,\Delta u .$$

The derivation below gives $f=(1+\alpha)/4$.

## Model: one scalar carries the field

Electrons are held in a nitride of thickness $L$ between a tunnel oxide (thickness $t_o$, next to silicon) and a blocking oxide (thickness $t_b$, next to the gate). Gate and silicon are grounded, and flat-band voltage and silicon band bending are set to zero. SI electrostatics is used, $q>0$ is the elementary charge, and $e_k$ denotes a rate. The depth $x$ runs from the tunnel oxide into the nitride. Sheet $k$ at $x_k$ holds $n_k$ electrons per area.

Let $D$ be the displacement, counted positive when it pushes electrons towards silicon. A sheet of electrons pushes others away on both sides, so $D$ drops by $qn_k$ on crossing sheet $k$ towards the gate. Write $A$ for thickness divided by relative permittivity: $A_{\rm tot}$ for the whole stack, and for the part between sheet $k$ and the gate

$$A_k=\frac{t_b}{\varepsilon_{ox}}+\frac{L-x_k}{\varepsilon_N}.$$

Both electrodes are at the same potential, so the field integrates to zero: $D_0A_{\rm tot}-q\sum_k n_kA_k=0$, with $D_0$ the displacement in the tunnel oxide. The gate voltage that would bring $D_0$ to zero is the threshold shift $V$. Therefore

$$V=\sum_k a_kn_k,\qquad a_k=\frac{q}{\varepsilon_0}A_k,\qquad D_0=\frac{\varepsilon_0V}{A_{\rm tot}} .$$

The measurable threshold shift thus sets the field that drives the loss.

An electron leaves by tunnelling to silicon at rate $e_k=\nu\exp(-W_k)$. With barrier height $B$ in volts and tunnelling mass $m^*$, the WKB exponent is

$$W=K\int\sqrt{B}\,dz,\qquad K=\frac{2\sqrt{2m^*q}}{\hbar}.$$

For a barrier that runs linearly from $B_a$ to $B_b$ over a length $l$, changing the variable from $z$ to $B$ gives

$$\int\sqrt B\,dz=\frac{2l}{3}\,\frac{B_b^{3/2}-B_a^{3/2}}{B_b-B_a}
=\frac{2l}{3}\,\frac{B_a+\sqrt{B_aB_b}+B_b}{\sqrt{B_a}+\sqrt{B_b}} .$$

The last form follows on dividing numerator and denominator by $\sqrt{B_b}-\sqrt{B_a}$. It should be the one coded, because it has no cancellation at small field.

The path has two such pieces. In the nitride the barrier falls from the trap depth $E$ to $B_1=E-Vx_k/(A_{\rm tot}\varepsilon_N)$. At the interface it jumps up by the band offset $\Delta$, and in the oxide it falls further by $Vt_o/(A_{\rm tot}\varepsilon_{ox})$. Each barrier falls as $V$ rises, so $e_k(V)$ increases with $V$ while the barriers stay positive.

This rate law ignores charge lying between the trap and the oxide. Such charge has shorter tunnelling paths and has mostly left when the trap's turn comes. With no recapture, the equations are

$$\frac{dn_k}{dt}=-e_k(V)\,n_k,\qquad V=\sum_ka_kn_k .$$

## The implicit step is one scalar equation

Backward Euler over a step $h=t_{j+1}-t_j$ takes the rate at the end of the step. With primes for new values, $n_k'=n_k-h\,e_k(V')\,n_k'$, so

$$n_k'=\frac{n_k}{1+h\,e_k(V')} .$$

Multiplying by $a_k$ and summing leaves one unknown, the root $s=V'$ of

$$R(s)=s-\sum_k\frac{a_kn_k}{1+h\,e_k(s)} .$$

Since $e_k$ increases with $s$, the sum decreases and $R$ is strictly increasing. At the lower end $R(0)<0$. At the upper end, with $V=\sum_k a_kn_k$,

$$R(V)=\sum_k a_kn_k\frac{h\,e_k(V)}{1+h\,e_k(V)}>0 .$$

There is one root between $0$ and $V$, for any $h>0$. Every new density lies between zero and its old value, whatever the step. Stability therefore sets no limit on $h$; accuracy does.

```
input: n[k], a[k], function rate(V), times t[0] < t[1] < ...
V = sum(a*n);  t_old = 0
for t in times:                      # t[j+1]/t[j] = exp(du)
    h = t - t_old
    solve s = sum(a*n/(1+h*rate(s))) for s in [0, V*(1+1e-12)]
    n = n/(1+h*rate(s))
    V = sum(a*n);  t_old = t
    store t, V, sum(n)
```

The upper bracket is widened slightly because $R(V)$ may round to a negative number when hardly anything is emitted. The first step runs from zero to $t_0$. For the curve to be accurate from the start, it needs $e_1t_0\ll1$, where level 1 is the fastest; a longer first step spoils the early part of the curve but is forgotten later. Here $t_0=10^{-8}$ s and $e_1=4.71\times10^3$ s$^{-1}$, so $e_1t_0=5\times10^{-5}$.

With $K_s$ sheets and $I$ root iterations, a step costs of order $IK_s$ operations. A Newton step with a dense Jacobian would cost of order $K_s^3$ for the factorization.

## The discretization error is a delay

**Constant rates.** Let $\rho=e^{-\Delta u}$. Counted backwards from $t$, the steps are $h_m=t(1-\rho)\rho^m$, $m=0,1,2,\dots$, and they add up to $t$. The numerical occupancy is the product of $1/(1+eh_m)$. Each factor can be written as

$$\frac1{1+eh_m}=\int_0^\infty e^{-\xi}\,e^{-eh_m\xi}\,d\xi ,$$

an average over an exponentially distributed number $\xi_m$ with mean and variance one. The product is then

$$\frac{n}{n_0}=\left\langle e^{-etY}\right\rangle,\qquad Y=(1-\rho)\sum_m\rho^m\xi_m .$$

So the scheme replaces the sharp time $t$ by a spread of times $tY$. The mean of $Y$ is one, and its variance is

$$\frac{(1-\rho)^2}{1-\rho^2}=\frac{1-\rho}{1+\rho}=\tanh\frac{\Delta u}{2}\simeq\frac{\Delta u}2 .$$

Now integrate over a flat distribution in $\ln e$. The curve $e^{-etY}$ is $e^{-et}$ shifted by $-\ln Y$ along $\ln e$. Because it falls from one to zero, the area between the two is $-\ln Y$. The excess charge, per trap density in $\ln e$, is

$$-\langle\ln Y\rangle\simeq\tfrac12\,\mathrm{var}\,Y\simeq\frac{\Delta u}4 .$$

The true charge falls by one such unit per unit of $\ln t$, so this excess is a delay $\delta=\Delta u/4$.

**Coupled field.** Near the front, let all rates share a factor $g\propto t^{-\alpha}$, with $0\le\alpha<1$. Occupancies then depend on $s=\int g\,dt=tg/(1-\alpha)$. Three first-order changes of $\ln s$ appear.

1. The increments of $s$ are geometric with log step $(1-\alpha)\Delta u$, so the spreading costs $(1-\alpha)\Delta u/4$.
2. The scheme uses $g$ at the end of the step. Over a step $g$ falls by the fraction $\alpha\Delta u$, so the sum for $s$ is too small by the fraction $\alpha\Delta u/2$.
3. The delayed solution has too large a field, $g_{\rm num}(t)=g(te^{-\delta})=e^{\alpha\delta}g(t)$. This raises $\ln s$ by $\alpha\delta$.

A delay $\delta$ in $\ln t$ means that the effective $\ln s$ is lower by $(1-\alpha)\delta$. Equating the two,

$$-(1-\alpha)\delta=\alpha\delta-\frac{\alpha\Delta u}2-\frac{(1-\alpha)\Delta u}4
\quad\Rightarrow\quad \delta=\frac{1+\alpha}4\,\Delta u .$$

A separable model tests both cases. Take rates $\lambda e^{b(V-30)}$ with $V$ dimensionless, unit trap density in $\ln\lambda$ and $V=\sum n$. The substitution $ds=e^{b(V-30)}dt$ reduces it to a quadrature. At the front $\ln\lambda_f+bV+\ln t$ is constant and $dV=d\ln\lambda_f$, so $dV/d\ln t=-1/(1+b)$ and $\alpha=b/(1+b)$. At 80 steps per decade the measured $\delta/\Delta u$ is 0.249 for $b=0$ (law: 0.25) and 0.373 for $b=1$ (law: 0.375).

Since the error is linear in $\Delta u$, the combination $2V_{\Delta u/2}-V_{\Delta u}$, taken at common times, removes its leading part.

## Explicit Euler: which decay time sets the limit

The explicit step takes the rate at the start:

$$n_k'=\left[1-h\,e_k(V)\right]n_k .$$

For $he_k<1$ the density stays positive. For $1<he_k<2$ it changes sign at each step but shrinks. For $he_k>2$ its magnitude grows. The fastest population therefore grows at a given step if and only if $h>2\tau$, where $\tau=1/e_1(V)$ is the fastest decay time at the present field. The initial decay time is not a fixed limit.

A small error added to the solution obeys a slightly different condition, because it also changes the field. With $c_k=n_k\,de_k/dV>0$, the linearized decay matrix is

$$M_{kl}=e_k\delta_{kl}+c_ka_l .$$

Rescaling component $k$ by $\sqrt{c_k/a_k}$ turns $M$ into $\mathrm{diag}(e)+ww^T$ with $w_k=\sqrt{a_kc_k}$. This matrix is symmetric, so the decay rates are real. The largest, $\mu$, satisfies

$$e_1<\mu\le e_1+\sum_ka_kc_k .$$

In the initial state of the cell below, $\mu/e_1=1.006$, with upper bound 1.018. Once level 1 is empty, $c_1=0$ and $e_1$ itself is an eigenvalue.

## Worked cell

The stack has 2 nm tunnel oxide, 6.5 nm nitride and 6 nm blocking oxide, with relative permittivities 3.9 and 7.5. It holds $5\times10^{12}$ electrons per cm$^2$, uniformly distributed over 130 sheets. Further, $E=1.8$ eV, $\Delta=1.05$ eV, $m^*=0.4\,m$ and $\nu=10^{13}$ s$^{-1}$.

Then $A_{\rm tot}=2.918$ nm and the initial shift is 1.784 V. The tunnel-oxide field is $1.784/(2.918\times3.9)=0.157$ V/nm, or 1.57 MV/cm. The rates run from $4.7\times10^3$ to $1.5\times10^{-18}$ s$^{-1}$, a span of 21.5 decades, which widens to 24.4 decades at zero field.

The shift falls to 1.43 V at 1 s, 0.94 V at $10^6$ s and 0.76 V at $10^{8.5}$ s, which is ten years. By then 48% of the charge remains but only $0.756/1.784=42\%$ of the shift. The charge nearest silicon leaves first, and it has the largest $a_k$.

**Front estimate.** Replace the smooth occupancy $e^{-et}$ by a sharp edge of equal area in $\ln e$. The edge lies at the mean of $\ln(et)$ weighted by the slope of the curve, $\int_0^\infty e^{-y}\ln y\,dy=-\gamma$, with $\gamma=0.577$. The front depth $x_f$ then obeys

$$W(x_f,V_f)=\ln(\nu t)+\gamma,$$

$$V_f=\frac{qN}{\varepsilon_0L}\left[\frac{(L-x_f)t_b}{\varepsilon_{ox}}+\frac{(L-x_f)^2}{2\varepsilon_N}\right],$$

where $N$ is the initial total density and $V_f$ the shift from the charge still behind the front. At ten years the right side of the first equation is $49.506+0.577=50.083$, which gives $x_f=3.38$ nm and $V_f=0.7579$ V. The solver gives 0.7565 V.

The earlier, higher field accounts for this difference of about 1.5 mV to within 0.2 mV. The integrated rate is $et/(1-\alpha)$ rather than $et$, and $\alpha=0.050$ shifts $\ln t$ by 0.052. The loss is 72 mV per decade, or 31 mV per unit of $\ln t$, so the correction is $-1.6$ mV.

**Accuracy.** At 40 steps per decade $\Delta u=0.0576$. The measured delay at ten years is $0.262\,\Delta u$, against $0.263\,\Delta u$ from the law, and it amounts to $0.262\times0.0576\times31=0.47$ mV.

A fifth-order Radau integration with relative tolerance $10^{-7}$ serves as an independent reference, compared at 60 times from $10^{-7.5}$ to $10^{22}$ s. The largest errors in $V$ are 1.12, 0.57 and 0.28 mV at 20, 40 and 80 steps per decade. Extrapolation lowers them to 0.014 mV for the pair 20/40 and 0.003 mV for 40/80. The first sequence halves and the second falls fourfold, as expected for first and second order. Times beyond ten years exercise the solver and carry no prediction.

**Cost.** The implicit run to ten years takes 661 steps at 40 per decade. Explicit Euler with all levels kept and no growth of level 1 needs at least

$$\frac12\int e_1\,dt=5\times10^{11}$$

steps, although level 1 has long been empty.

In this model an empty level cannot refill, so it may be deleted. If levels with occupancy below $e^{-c}$ are dropped, the fastest one left has a rate near $c/t$, and the explicit limit becomes $h<2t/c$, again a geometric grid. This is an estimate that was not run, and it fails once recapture refills fast traps.

## What the instability looks like

**Nearly frozen field.** At $10^6$ s the fastest decay time is 285 µs and the field hardly changes over 200 explicit steps. Seed level 1 with one electron per cm$^2$. With $h=1.9\tau$ the factor per step is $-0.9$, and $7\times10^{-10}$ cm$^{-2}$ remains. With $h=2.1\tau$ the factor is $-1.1$, and the seed grows to $1.9\times10^8$ cm$^{-2}$. Bisection on $h$ puts the change from decay to growth at $2.000\,\tau$.

**Relaxing field.** At the start $\tau_0=212$ µs. With $h$ fixed at $2.1\tau_0$, level 1 first grows to 1.23 times its initial magnitude. Meanwhile $V$ falls and $e_1$ with it, $he_1$ drops below 2, and after 400 steps the ratio is $3\times10^{-15}$. A run can thus break the limit at first and still end quietly, having passed through negative densities.

**Bounded alternation.** With $h=2.5\tau_0$, level 1 grows up to 79-fold from $3.85\times10^{10}$ cm$^{-2}$ and then settles into an alternation between $A$ and $-B$, whose amplitude shrinks slowly as the remaining charge drains. Let $V_r$ be the shift from all other charge. Repetition after two steps requires

$$B=\left[he_1(V_r+a_1A)-1\right]A,$$

$$\left[he_1(V_r+a_1A)-1\right]\left[he_1(V_r-a_1B)-1\right]=1 .$$

The positive phase raises the rate and the negative phase lowers it; at this amplitude the two growth factors multiply to one. With $V_r$ from the final state, the root is $A=1.354\times10^{12}$ and $B=2.403\times10^{12}$ cm$^{-2}$. The full run gives $1.355\times10^{12}$ and $2.404\times10^{12}$ cm$^{-2}$ after 400 steps.

Here $a_1=4.346\times10^{-13}$ V cm$^2$, so the computed shift swings by $+0.59$ and $-1.04$ V about $V_r$. The output stays finite, but successive values of the shift differ by about 1.6 V. A check for overflow would miss it; a check for negative density catches it at the first step.

## Other failure modes

The uniqueness proof needs rates that do not fall with $V$, and $a_k>0$. Recapture from silicon at a rate set by $V$ still leaves one scalar equation, but its root need no longer be unique. Recapture that depends on the density of free electrons in the nitride, or a rate that depends on the full potential profile, brings in further unknowns, and the reduction to the single scalar $V$ is lost. A barrier that reaches zero invalidates the exponent, so its sign should be checked. The sheets must also be dense in $\ln e$: here neighbours differ by about 0.4 on average, and doubling their number leaves the ten-year shift at 0.7565 V.

## The model beside a real cell

The parameters are rough typical values for a silicon-oxide-nitride-oxide-silicon cell with a thin tunnel oxide. Holes that tunnel from silicon into the nitride can also reduce the shift in such a cell; they are left out here. Oxide breakdown, at roughly 10 MV/cm, is far away. The charge ignored in the tunnelling path has a negligible effect: weighting its change of the exponent by the current at ten years gives 0.09 mV, and including the slower emission at earlier times raises this to about 0.2 mV. Leakage through the blocking oxide, taken at the initial field for the whole ten years, has a rate-time product of $1.4\times10^{-6}$.

The single trap depth is a more serious idealization, since real nitride has a spread of depths. Moving all traps by $-0.1$ or $+0.1$ eV changes the ten-year shift from 0.756 V to 0.717 or 0.794 V. A built-in voltage of 0.5 V opposing the loss gives 0.781 V. The attempt rate enters as $\nu t$, so a tenfold error in $\nu$ moves the result by about 72 mV.

Temperature also limits the model. Thermal emission is fastest if the emptied trap is positively charged, because the field $F$ then lowers the Coulomb barrier by $\sqrt{qF/(\pi\varepsilon_0\varepsilon_{opt})}$ in volts (Frenkel lowering). The ten-year nitride field of 0.035 V/nm and an optical permittivity of 4 give 0.22 eV. With the same $\nu$, the thermal rate times ten years is then $1.0\times10^{-5}$ at 300 K but 0.20 at 358 K.

The electrostatics above takes emptied traps as neutral and filled traps as negative. Such traps lack this lowering, and the product at 358 K, where $kT=0.031$ eV, drops by the factor $\exp(-0.22/0.031)$ to about $10^{-4}$. Thermal excitation followed by tunnelling through the tilted nitride barrier raises it again, but a WKB estimate keeps it below $10^{-2}$ even if the initial field lasted ten years. For the single trap depth and attempt rate assumed here, neglecting thermal emission into the nitride band is therefore consistent both at room temperature and near 85 °C. Temperature still acts on the tunnelling path to silicon. Averaging $e^{-W}$ over a Boltzmann distribution of excitation energy multiplies the rate by about $1/(1-kT\,dW/dE)$, with $dW/dE\approx12$ eV$^{-1}$ at the ten-year front. The factor is about 1.5 at 300 K and 1.6 at 358 K, and at 31 mV per unit of $\ln t$ it lowers the ten-year shift by about 12 and 15 mV. The model leaves this out. Traps that are positive when empty are outside the model at any temperature. They are neutral when filled, so the filled layer carries no net charge: the shift counted from the empty state is the same, but the initial field that drives the loss is absent. Such traps need different electrostatics, and the estimate with Frenkel lowering warns that near 85 °C they may also need thermal emission and recapture. The complete numerical output follows.

## Values computed for the example and the checks

```
tunnel oxide, nitride, blocking oxide: 2.0, 6.5, 6.0 nm
permittivities oxide, nitride, optical: 3.9, 7.5, 4.0
trap depth, oxide-nitride offset: 1.8, 1.05 eV; mass 0.4 m
attempt rate 1.0e+13 1/s; charge 5.0e+12 cm^-2; sheets 130
WKB constant 2 sqrt(2m)/hbar: 6.4804 1/(nm eV^0.5)
A_tot (thickness/permittivity): 2.9179 nm
initial threshold shift: 1.7840 V
initial tunnel-oxide field: 1.568 MV/cm
initial nitride field at oxide: 0.815 MV/cm
initial fastest, slowest rate: 4.710e+03, 1.450e-18 1/s
rate span, initial and zero field: 21.51, 24.35 decades
time (s), threshold shift (V), retained charge fraction:
  1.000e-03  1.69206  0.95732
  1.000e+00  1.42866  0.83149
  1.000e+03  1.17812  0.70588
  1.000e+06  0.94184  0.58130
  3.162e+08  0.75647  0.47875
  1.000e+12  0.51497  0.33769
  1.000e+16  0.26441  0.18062
  1.000e+20  0.04244  0.03014
10^8.5 s in years: 10.021
loss rate at ten years: 72.01 mV per decade
front depth at ten years: 3.382 nm
front formula for V at ten years: 0.75792 V
max error, 20 steps/decade: 1.1220 mV
max error, 40 steps/decade: 0.5655 mV
max error, 80 steps/decade: 0.2839 mV
max error extrapolated 20/40: 0.01358 mV
max error extrapolated 40/80: 0.00338 mV
delay/du, separable, alpha=0: 0.2487 (law 0.25)
delay/du, separable, alpha=0.5: 0.3727 (law 0.375)
cell at ten years: alpha 0.0503, delay/du 0.2619, law 0.2626
initial fastest decay time: 212.31 us
initial Jacobian rate / e_1: 1.0061, upper bound 1.0183
explicit h=1.9 tau: |n_1|/start after 400 steps 3.57e-53
explicit h=2.1 tau: peak 1.229, after 400 steps 3.22e-15
explicit h=2.5 tau: peak |n_1|/start 78.6, start 3.846e+10 cm^-2
  alternation after 400 steps: 1.355e+12, -2.404e+12 cm^-2
  two-step balance predicts: 1.354e+12, -2.403e+12 cm^-2
fastest decay time at 1e6 s: 285.44 us
threshold step / decay time at 1e6 s: 2.00000
seed 1 cm^-2, 200 steps: h=1.9 tau 7.06e-10, h=2.1 tau 1.90e+08 cm^-2
steps to ten years: explicit > 5.25e+11, implicit 661
V at ten years with doubled sheets: 0.75647 V
V at ten years, trap depth -0.1, +0.1 eV: 0.7166, 0.7937 V
V at ten years, opposing built-in 0.5 V: 0.7809 V
charge in path: exponent +0.0029, V +0.090 mV
Frenkel lowering at ten years: 0.223 eV
thermal rate x ten years: 300 K 1.02e-05, 358 K 2.00e-01
blocking-oxide leak rate x ten years: 1.42e-06
```
